# How Many Argon Collisions Slow a 10 eV Copper Atom?

## Question

I am trying to understand how sputtered copper slows down in argon. The exercise says: "Using the mean fractional energy loss per collision, estimate how many collisions a copper atom needs to slow from 10 eV to 0.04 eV. Treat the argon atoms as stationary."

I know that the largest fraction of its energy that copper can lose in one elastic collision is $4mM/(m+M)^2$, which is about 0.948. With that number two collisions are enough, which seems far too few. If I take half of it as an average, the loss is 4.74 eV in the first collision, but subtracting 4.74 eV each time makes the energy negative at the third.

What is the right average, and how should it be applied repeatedly? And since 0.04 eV is about the thermal energy at room temperature, does the answer tell me when, and how far from the target, the copper is thermalised?

## Answer

Half the maximum is the right average for hard spheres, but it is a fraction of the energy the atom has just before each collision. The mean energy is therefore multiplied by a constant factor at each collision. I derive the factor first, then the count, and then take up thermalisation, which needs more than the stationary-gas model.

### Energy loss in one collision

Let copper have mass $m$ and velocity $\mathbf v$, and let argon have mass $M$ and be at rest. The collision is elastic, and all energies are laboratory kinetic energies. The centre of mass moves at $m\mathbf v/(m+M)$, so the copper velocity relative to it is

$$
\mathbf v-\frac{m\mathbf v}{m+M}=\frac{M\mathbf v}{m+M}.
$$

An elastic collision turns this relative velocity through an angle $\chi$ without changing its length. If $\mathbf u$ is the unit vector along its new direction, the final laboratory velocity is

$$
\mathbf v'=\frac{m\mathbf v+M|\mathbf v|\mathbf u}{m+M},
\qquad \mathbf v\cdot\mathbf u=|\mathbf v|\cos\chi .
$$

Squaring gives the ratio of the energies after and before:

$$
\frac{E'}{E}=\frac{m^2+M^2+2mM\cos\chi}{(m+M)^2}.
$$

Subtract this from 1 and use $(m+M)^2-m^2-M^2=2mM$:

$$
\frac{E-E'}{E}=\frac{2mM(1-\cos\chi)}{(m+M)^2}
=\gamma\,\frac{1-\cos\chi}{2},
\qquad \gamma=\frac{4mM}{(m+M)^2}.
$$

Your 0.948 is $\gamma$, reached at $\chi=\pi$, a head-on collision. Most collisions are not head-on, so we need the average of $\cos\chi$.

### The average over impact parameters

Take hard spheres whose centres are a distance $d$ apart at contact. Let $b$ be the impact parameter and $\psi$ the angle between the relative velocity and the line of centres, so that $\sin\psi=b/d$. Contact reverses the velocity component along the line of centres and leaves the other component alone. Hence $\chi=\pi-2\psi$, and

$$
\cos\chi=-\cos2\psi=2\sin^2\psi-1=2x-1,
\qquad x=\frac{b^2}{d^2}.
$$

Equal areas of the target disc are equally likely to be hit. The area inside $b$ is $\pi b^2$, so $x$ is uniformly distributed between 0 and 1, and

$$
\langle\cos\chi\rangle=\int_0^1(2x-1)\,dx=0.
$$

The mean fractional loss is therefore

$$
f=\frac{\gamma}{2}=\frac{2mM}{(m+M)^2}.
$$

With $m=63.546$ u and $M=39.948$ u,

$$
f=\frac{2(63.546)(39.948)}{(103.494)^2}=0.4740,
\qquad 1-f=0.5260.
$$

This fraction depends on neither the energy nor $d$. Equal masses would give $f=1/2$, the largest value. For a very light gas, $M\ll m$, it falls to about $2M/m$, and many collisions are needed.

### Applying the average repeatedly

If an atom has energy $E_n$ after $n$ collisions, its expected energy after the next one is $(1-f)E_n$. Averaging over all values of $E_n$ gives

$$
\langle E_{n+1}\rangle=(1-f)\langle E_n\rangle,
\qquad
\langle E_n\rangle=E_0(1-f)^n .
$$

The step from one atom to the ensemble works because $f$ is the same at every energy. Set the mean equal to $E_1=0.04$ eV and take logarithms:

$$
n=\frac{\ln(E_0/E_1)}{-\ln(1-f)}
=\frac{\ln 250}{-\ln 0.5260}
=\frac{5.5215}{0.6425}=8.59 .
$$

Collisions come in whole numbers, so compare the neighbours:

- after 8 collisions, $\langle E\rangle=0.0586$ eV;
- after 9 collisions, $\langle E\rangle=0.0308$ eV.

**The estimate is about nine collisions.** Your subtraction failed because 4.74 eV is the mean loss at 10 eV. At the second collision the mean energy is 5.26 eV, and the mean loss is $0.4740\times5.26=2.49$ eV.

### What nine means for individual atoms

Nine refers to the mean energy of many atoms. The number of collisions that one atom needs is a different quantity. Since $(1-\cos\chi)/2=1-x$, the fraction of energy kept in one collision is

$$
r=\frac{E'}{E}=1-\gamma(1-x).
$$

It is uniformly distributed from $\alpha=1-\gamma=0.0520$ to 1. Successive values of $r$ multiply, so their logarithms add. Define $u=-\ln r$. Its mean is

$$
\xi=-\frac{1}{1-\alpha}\int_\alpha^1\ln r\,dr
=-\frac{\big[r\ln r-r\big]_\alpha^1}{1-\alpha}
=1+\frac{\alpha\ln\alpha}{1-\alpha}=0.8379 .
$$

This is larger than $-\ln\langle r\rangle=0.6425$: the average of a logarithm is not the logarithm of an average. Dividing $L=\ln(E_0/E_1)=5.5215$ by $\xi$ gives 6.59, but an atom usually overshoots the level $E_1$ when it crosses it, and this must be counted.

Let $N$ be the number of the collision that first takes an atom below $E_1$, and let $S_N$ be the sum of its first $N$ values of $u$. Whether collision $k$ is needed depends on the earlier collisions alone, so the value $u_k$ is independent of that condition. Therefore

$$
\langle S_N\rangle=\sum_{k\ge1}\xi\,P(N\ge k)=\xi\langle N\rangle .
$$

Also, $S_N$ equals $L$ plus the overshoot. When $L$ is large compared with a typical step, the step that covers the level is selected with probability proportional to its length, and the level lies on average at its middle. The mean overshoot is then $\tfrac12\langle u^2\rangle/\langle u\rangle$, so

$$
\langle N\rangle\simeq\frac{L}{\xi}+\frac{\langle u^2\rangle}{2\xi^2}.
$$

The antiderivative of $\ln^2r$ is $r(\ln^2r-2\ln r+2)$, which gives

$$
\langle u^2\rangle=\frac{2-\alpha(\ln^2\alpha-2\ln\alpha+2)}{1-\alpha}=1.1963 .
$$

The result is

$$
\langle N\rangle\simeq6.59+\frac{1.1963}{2(0.8379)^2}=7.44 .
$$

I tested this with 300,000 simulated atoms starting at 10 eV, each collision being an impulse along the line of centres of two spheres. The simulated mean of $N$ was also 7.44, so $L$ is large enough here.

The mean energy lags behind because the distribution is very skewed. After nine collisions the simulated mean is 0.0307 eV but the median is about 0.006 eV. The lower half of the atoms contributes at most $0.5\times0.006=0.003$ eV to the mean, so about nine tenths or more of it comes from the upper half. Some 83% of the atoms are below 0.04 eV, and 17% are still above.

### Does 0.04 eV mean thermalised?

No. In a stationary gas copper would go on cooling towards zero energy. Real argon atoms move, and at 300 K their mean energy is $\tfrac32kT=0.0388$ eV, almost the same as the final energy in your exercise. The stationary-gas assumption therefore fails near the end of the slowing.

To include the motion, give argon a velocity $\mathbf V$ and let $\mathbf g=\mathbf v-\mathbf V$. The copper velocity after the collision is

$$
\mathbf v'=\frac{m\mathbf v+M\mathbf V+M|\mathbf g|\mathbf u}{m+M}.
$$

For hard spheres $\mathbf u$ is isotropic, so its cross term averages to zero:

$$
\langle v'^2\rangle_{\mathbf u}
=\frac{|m\mathbf v+M\mathbf V|^2+M^2|\mathbf v-\mathbf V|^2}{(m+M)^2}.
$$

Now assume that the collision rate does not depend on relative speed. The partners then have the ordinary thermal distribution, and $\mathbf v\cdot\mathbf V$ averages to zero. What remains, multiplied by $m/2$, is

$$
\langle E'\rangle=\frac{m^2+M^2}{(m+M)^2}E
+\frac{2mM}{(m+M)^2}\left\langle\tfrac12MV^2\right\rangle
=(1-f)E+f\,\tfrac32kT .
$$

Subtract $\tfrac32kT$ from both sides. The excess over the thermal energy is multiplied by $1-f$ each time, so

$$
\langle E_n\rangle=\tfrac32kT+\left(E_0-\tfrac32kT\right)(1-f)^n .
$$

At 300 K the mean after nine collisions is 0.0695 eV, not 0.0308 eV. Setting this mean equal to 0.04 eV gives a count of 14.0; the mean after 14 collisions is 0.04001 eV, so it first drops below at the fifteenth. The number is sensitive to temperature because the target lies just 0.0012 eV above the limit. At 500 K the limit is 0.0646 eV, and the mean never comes down to 0.04 eV in this model.

Hard spheres do collide more often with partners of high relative speed. A simulation with that weighting gave 0.0706 eV after nine collisions at 300 K, about 2% above the constant-rate formula, so the simplification matters little for the mean after nine collisions.

It does matter for the count of 14. After very many collisions the copper is in equilibrium with the gas, but collisions pick out pairs with probability proportional to $g=|\mathbf g|$. The copper velocity is the centre-of-mass velocity plus $M\mathbf g/(m+M)$. The centre-of-mass velocity is independent of $\mathbf g$ and has mean square $3kT/(m+M)$. For the thermal distribution of $\mathbf g$, the weighted mean of $g^2$ is $\langle g^3\rangle/\langle g\rangle=4kT(m+M)/(mM)$. The mean copper energy at a collision is therefore

$$
\frac m2\left[\frac{3kT}{m+M}+\frac{M^2}{(m+M)^2}\,\frac{4kT(m+M)}{mM}\right]
=kT\left[\frac32+\frac{M}{2(m+M)}\right],
$$

which is 0.0438 eV at 300 K. In equilibrium it is the same just before and just after collisions. With hard-sphere rates the mean after each collision thus levels off above 0.04 eV, and the count of 14 belongs to the constant-rate model only.

The stationary model is much better earlier on. After five collisions it gives 0.4026 eV, and the thermal correction is less than 0.0388 eV, under 10% of that. A fair reading of nine is that the copper has lost nearly all its initial energy, while its mean energy is still almost twice the thermal value at 300 K.

### If the atoms are softer than hard spheres

Real atoms repel over a range of distances, and distant encounters deflect them weakly. The variable-soft-sphere model represents this by

$$
\cos\chi=2x^{1/a}-1,
$$

where $a=1$ is the hard sphere and $a>1$ favours forward scattering. The mean loss becomes

$$
\gamma\left(1-\int_0^1x^{1/a}dx\right)
=\gamma\left(1-\frac{a}{a+1}\right)=\frac{\gamma}{1+a}.
$$

For an illustrative $a=1.4$ this is $0.9480/2.4=0.3950$, and the stationary-gas count rises from 8.59 to 10.99, or eleven whole collisions. The number of collisions thus depends on which weak deflections are counted as collisions.

### How far does the copper travel?

This needs a pressure and a collision diameter. Take 5 mTorr, 300 K and $d=0.30$ nm, rough values for magnetron sputtering. The argon density is $p/kT=1.609\times10^{20}\ \mathrm{m^{-3}}$, and the mean free path through stationary gas is

$$
\lambda=\frac{kT}{p\pi d^2}=2.20\ \text{cm}.
$$

The mean path length to the ninth collision is $9\lambda=19.8$ cm. The path bends, so the forward distance is shorter. Let $A=m/M$ and $c=\cos\chi$. From the formula for $\mathbf v'$, the laboratory deflection angle $\theta$ obeys

$$
\cos\theta=\frac{A+c}{s},\qquad s=\sqrt{1+A^2+2Ac}.
$$

Here $c$ is uniform from $-1$ to 1. Using $s\,ds=A\,dc$ and $A+c=(s^2+A^2-1)/(2A)$, and noting that $A>1$ puts the limits at $A-1$ and $A+1$,

$$
\begin{aligned}
\langle\cos\theta\rangle
&=\frac{1}{4A^2}\int_{A-1}^{A+1}(s^2+A^2-1)\,ds\\
&=\frac{1}{4A^2}\left[\frac{6A^2+2}{3}+2A^2-2\right]
=1-\frac{M^2}{3m^2}=0.8683 .
\end{aligned}
$$

Copper is heavier than argon and keeps much of its direction. Sideways deflections cancel on average, so each collision multiplies the mean forward component of the direction by $q=0.8683$. The nine flights up to the ninth collision add up to

$$
\lambda(1+q+\dots+q^8)=\lambda\frac{1-q^9}{1-q}=5.46\,\lambda=12.0\ \text{cm}.
$$

The simulation gave $5.47\,\lambda$. The diameter matters more than this small difference: at the same pressure and temperature, $d=0.25$ nm gives 17.3 cm.

Two limits apply to these distances. A real atom has no fixed diameter: fast copper comes closer to argon before it is turned back, so the effective $d$ is smaller at 10 eV than near thermal energy, and the early flights are longer relative to the late ones. Also, $\lambda$ is the free path in stationary gas. Once copper is slow, moving argon atoms strike it as well, which shortens the last flights, so for a fixed $d$ the distance to the ninth collision is less than 12 cm. The 12 cm is therefore an order-of-magnitude estimate.

### Beside a real sputtering chamber

Target-to-substrate distances are very roughly 5 to 15 cm, comparable with the 12 cm found here for atoms that leave at right angles to the target. Atoms that leave obliquely get less far from it in nine collisions. At 5 mTorr one should therefore not assume that 10 eV copper arrives thermalised. At fixed gas temperature and diameter, the distance varies as $1/p$. Sputtered atoms leave with a broad range of energies: the most probable value is a few eV or less, with a long tail to higher energies. Starting at 2.77 eV, the mean after two collisions, would lower the count based on the mean energy by two. Of the assumptions tried here, stationary gas moves the count most, from 8.6 to 14.0 (9 to 15 whole collisions) at 300 K in the constant-rate model. Gas heated by the discharge is also thinner at a given pressure, which lengthens the free path.

Two other assumptions can be sized. In the first collision 3.86 eV is available in the centre-of-mass frame, more than the rough 1.4 eV needed to excite copper, so energy conservation does not forbid an inelastic collision. However, with $v=5511$ m/s the ratio $\Delta E\,d/(\hbar v)$ is about 116. The collision is slow compared with the electronic motion, which argues against excitation unless electronic levels come close together during the encounter. At 0.04 eV the reduced de Broglie wavelength of the relative motion is 0.0074 nm, about 2.5% of $d$, so classical paths are reasonable for the large deflections that dominate the energy loss.

For your exercise, the answer to write down is $n=8.59$, rounded up to nine, with the statement that it refers to the mean energy in stationary gas. The numerical output below lists the mean energy after each collision.

## Calculated quantities

```
copper mass: 63.546 u; argon mass: 39.948 u
start energy: 10.0 eV; end energy: 0.04 eV
largest fractional loss gamma: 0.9480
mean fractional loss f: 0.4740
mean fraction kept 1-f: 0.5260
ln(start/end): 5.5215
-ln(1-f): 0.6425
collision number from mean energy: 8.59
first whole number below end energy: 9
mean energy after 1 collisions: 5.2600 eV
mean energy after 2 collisions: 2.7667 eV
mean energy after 3 collisions: 1.4553 eV
mean energy after 4 collisions: 0.7655 eV
mean energy after 5 collisions: 0.4026 eV
mean energy after 6 collisions: 0.2118 eV
mean energy after 7 collisions: 0.1114 eV
mean energy after 8 collisions: 0.0586 eV
mean energy after 9 collisions: 0.0308 eV
simulated mean after 9: 0.0307 eV
smallest kept fraction alpha: 0.0520
mean logarithmic loss xi: 0.8379
mean squared logarithmic loss: 1.1963
log ratio divided by xi: 6.59
mean first-passage number, formula: 7.44
mean first-passage number, simulated: 7.44
median energy after 9: 0.0059 eV
fraction of atoms below end energy: 0.828
gas temperatures: 300 K and 500 K
3kT/2 at 300 K: 0.0388 eV
3kT/2 at 500 K: 0.0646 eV
moving gas, 300 K, mean after 9: 0.0695 eV
same, simulated at constant rate: 0.0691 eV
same, simulated hard-sphere rate: 0.0706 eV
moving gas, 500 K, mean after 9: 0.0953 eV
collisions to end energy at 300 K: 14.0
soft-sphere parameter a: 1.4
soft-sphere mean fractional loss: 0.3950
soft-sphere collision number: 10.99
pressure: 5.0 mTorr
collision diameter: 0.30 nm
argon number density: 1.609e+20 m^-3
mean free path: 2.20 cm
path length to collision 9: 19.8 cm
mean laboratory cosine: 0.8683
forward distance in free paths: 5.46
same, simulated: 5.47
mean forward distance to collision 9: 12.0 cm
forward distance for diameter 0.25 nm: 17.3 cm
reduced de Broglie wavelength at end: 0.0074 nm
centre-of-mass energy at first hit: 3.86 eV
rough copper excitation energy: 1.4 eV
copper speed at start: 5511 m/s
adiabaticity ratio at start: 116
```
